# A Straight Square-Root Tauc Plot Does Not Prove an Indirect Gap

**Comment on the assignment of the optical gap**

The manuscript reports the absorption coefficient $\alpha$ of a disordered semiconductor film and plots $(\alpha\hbar\omega)^{1/2}$ against the photon energy $\hbar\omega$. Between 2.0 and 2.5 eV the points lie on a straight line that extrapolates to zero at 1.70 eV. The authors then argue as follows. Phonon-assisted absorption across an indirect gap makes $\alpha\hbar\omega$ quadratic in the energy above the gap; the film shows a quadratic law; therefore its gap is indirect, its absorption needs phonons, and a detector made from it will lose response on cooling as the phonons freeze out.

The first premise is sound under conditions given below. The inference requires more: that no other mechanism produce the same law. Whether one does can be decided by following the sum over electronic states, first with crystal-momentum conservation and then without it.

## What the absorption coefficient counts

Let the light have vector potential $A_0\mathbf e\cos\omega t$, hence field amplitude $\omega A_0$. The part of the coupling that raises an electron's energy is $(eA_0/2m_0)\,\mathbf e\cdot\mathbf p\,e^{-i\omega t}$. Take full valence states $v$, empty conduction states $c$, and a factor 2 for spin. The golden rule gives the absorbed power per volume,

$$
\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2A_0^2}{4m_0^2}\,\frac{2}{V}\sum_{c,v}|\langle c|\mathbf e\cdot\mathbf p|v\rangle|^2\,\delta(E_c-E_v-\hbar\omega).
$$

In terms of the imaginary part $\varepsilon_2$ of the relative permittivity, the same power is $\tfrac12\omega\varepsilon_0\varepsilon_2\,\omega^2A_0^2$. Equating the two,

$$
\varepsilon_2=\frac{\pi e^2}{\varepsilon_0m_0^2\omega^2}\,\frac2V\sum_{c,v}|\langle c|\mathbf e\cdot\mathbf p|v\rangle|^2\,\delta(E_c-E_v-\hbar\omega).
$$

Dividing the absorbed power by the intensity $\tfrac12nc\,\varepsilon_0\omega^2A_0^2$, with $n$ the refractive index, gives $\alpha=\omega\varepsilon_2/(nc)$. With $e^2=4\pi\varepsilon_0\hbar c\,\alpha_{\rm fs}$, where $\alpha_{\rm fs}$ is the fine-structure constant,

$$
\alpha\hbar\omega=\frac{4\pi^2\hbar^2\alpha_{\rm fs}}{n\,m_0^2}\,S(\omega),\qquad
S=\frac2V\sum_{c,v}|\langle c|\mathbf e\cdot\mathbf p|v\rangle|^2\,\delta(E_c-E_v-\hbar\omega). \tag{1}
$$

The $1/\omega^2$ of $\varepsilon_2$ has been cancelled by two factors of $\omega$, one from $\alpha=\omega\varepsilon_2/(nc)$ and one from the $\hbar\omega$ on the left. This is why the plot suits a constant *momentum* matrix element. From here on $n$ is constant and $\Delta=\hbar\omega-E_g$.

## A direct crystal: one sum over momentum

In a crystal the photon carries negligible momentum, so a valence state at $\mathbf k$ couples to the conduction state at the same $\mathbf k$, with squared matrix element $P^2$. For parabolic bands with both extrema at $\mathbf k=0$, the pair energy is $E_g+\hbar^2k^2/2\mu$, where $1/\mu=1/m_c+1/m_v$. With $u=\hbar^2k^2/2\mu$,

$$
\int\!\frac{d^3k}{8\pi^3}\,\delta(u-\Delta)
=\frac{1}{2\pi^2}\int k^2\frac{dk}{du}\,\delta(u-\Delta)\,du
=\frac{1}{4\pi^2}\Big(\frac{2\mu}{\hbar^2}\Big)^{3/2}\Delta^{1/2}, \tag{2}
$$

because $k^2\,dk/du=\tfrac12(2\mu/\hbar^2)^{3/2}u^{1/2}$. Thus $\alpha\hbar\omega\propto\Delta^{1/2}$, and $(\alpha\hbar\omega)^2$ is the quantity that plots as a straight line.

## A disordered solid: two independent sums over energy

Let the parent crystal have cell volume $\Omega$ and $M=V/\Omega$ cells, hence $M$ values of $\mathbf k$ in each band. Expand the states of the disordered solid in those of the parent bands, $|v\rangle=\sum_{\mathbf k}a_{\mathbf k}|v\mathbf k\rangle$ and $|c\rangle=\sum_{\mathbf k}b_{\mathbf k}|c\mathbf k\rangle$. Then

$$
\langle c|\mathbf e\cdot\mathbf p|v\rangle=\sum_{\mathbf k}b_{\mathbf k}^*a_{\mathbf k}\,p_{\mathbf k},\qquad |p_{\mathbf k}|^2=P^2 .
$$

If the coefficients of the two bands have independent random phases, the cross terms average to zero. If each state is also spread evenly over the zone, $\langle|a_{\mathbf k}|^2\rangle=\langle|b_{\mathbf k}|^2\rangle=1/M$, and

$$
\big\langle|\langle c|\mathbf e\cdot\mathbf p|v\rangle|^2\big\rangle
=P^2\sum_{\mathbf k}\frac1{M^2}=\frac{P^2}{M}=\frac{P^2\Omega}{V}. \tag{3}
$$

The strength that one pair had in the crystal is now shared among $M$ final states. This is a statement about averages: individual pairs may couple strongly or hardly at all, but none is favoured by its crystal momentum. In the averaged sum, energy is the one remaining condition.

Assume further that the band edges are parabolic in the sense of their densities of states. This is a separate assumption, since equation (3) does not imply it. Per spin and volume, equation (2) with one mass in place of $\mu$ gives

$$
g_c=\frac1{4\pi^2}\Big(\frac{2m_c}{\hbar^2}\Big)^{3/2}(E-E_c)^{1/2},\qquad
g_v=\frac1{4\pi^2}\Big(\frac{2m_v}{\hbar^2}\Big)^{3/2}(E_v-E)^{1/2},
$$

where $E_c$ and $E_v$ now denote the edges. In the disordered solid the masses are parameters of these densities; they describe no dispersion. An electron starting at depth $x$ below the valence edge ends at height $\Delta-x$ above the conduction edge. Each sum over states is $V$ times an integral over energy, so the factors of $V$ cancel:

$$
S=2P^2\Omega\,\frac{1}{16\pi^4}\Big(\frac{4m_cm_v}{\hbar^4}\Big)^{3/2}\int_0^\Delta\sqrt{x(\Delta-x)}\,dx .
$$

Since $x(\Delta-x)=(\Delta/2)^2-(x-\Delta/2)^2$, the integrand traces a semicircle of radius $\Delta/2$, whose area is $\pi\Delta^2/8$. With $4^{3/2}=8$ this gives $S=2P^2\Omega\,(m_cm_v)^{3/2}\Delta^2/(16\pi^3\hbar^6)$, and equation (1) becomes

$$
\alpha\hbar\omega=B(\hbar\omega-E_g)^2,\qquad
B=\frac{\alpha_{\rm fs}P^2\Omega\,(m_cm_v)^{3/2}}{2\pi n\,m_0^2\hbar^4}. \tag{4}
$$

This is the law in the manuscript. No phonon has entered, and the parent crystal had a direct gap.

The line does not establish parabolic edges either. For $g_v\propto x^a$ and $g_c\propto x^b$, the substitution $x=\Delta u$ shows that the integral scales as $\Delta^{a+b+1}$. Two parabolic edges give the power 2, but so does a flat edge facing a linear one. Two flat edges give 1, and two linear edges give 3.

## Two checks on the loss of momentum selection

The change of power can be isolated by keeping the energy levels fixed and altering the overlaps alone. Take 1440 wave vectors $\mathbf q$ on a shifted unit grid inside a sphere $q^2<49$, with electron energies $q^2$ and hole energies $q^2/1.5$ in arbitrary units. Sum the strength of all pairs with energy up to $\Delta$ above the gap, for $\Delta=15$ and $\Delta=30$. The integrals of $\Delta^{1/2}$ and $\Delta^2$ predict powers of 1.5 and 3. Momentum-conserving overlaps give 1.48, the difference being of the size expected from a discrete grid; a random orthogonal matrix of overlaps gives 3.00. The same direct-gap levels thus obey either law.

A random matrix assumes complete mixing, which is more than equation (3) needs. How much disorder removes the momentum selection on average is a separate question, which a lattice model can address. Take two bands on a periodic cubic lattice of 512 sites, with independent random site energies in each band and a local optical transition on every site. Define the selectivity as 512 times the mean squared overlap between the 57 states nearest the gap in each band. Equation (3) corresponds to 1, and strict momentum conservation within the same set of 57 wave vectors to $512/57\approx9$. When the full spread of site energies is 2, 8 and 40 times the hopping energy, the selectivity, averaged over 12 samples, is 8.2, 3.9 and 1.2, the last with a sampling error of about 0.1.

The selectivity measures only how far the two edge sets overlap. Complete mixing inside the 57 states of the clean lattice would also give about 9, so a high value does not by itself show momentum selection. The energies of coupled states do show it: their overlap-weighted correlation within the sets is about 0.9 at a spread of 2 and 0.4 at a spread of 8. The selectivity also depends on the size of the set. With 19 states, for which strict conservation gives 27, the three values are about 25, 11 and roughly 1.5; a lattice of 1000 sites with 111 states gives about 7.7, 3.9 and 1.3. In this model, then, weak disorder leaves most of the momentum selection in place, and the average in equation (3) is approached only when the disorder is strong, more slowly for the states nearest the edge. Strong disorder does not mean complete mixing, however. At the largest value the states are localized on a few sites, and each couples appreciably to few or none of the other band's edge states, since a partner must happen to lie in the same place. Equation (3) then describes the mean over many pairs, which is what the absorption of a large sample measures. The independence of the two bands matters as well. If electrons and holes had identical Hamiltonians, disorder included, their eigenfunctions would coincide and each hole state would couple to its own partner alone, however strong the disorder. This lattice checks selectivity; it does not show that strongly disordered edges stay parabolic. Nor is its disorder matched to a real material, so whether equation (3) holds in a particular film remains an assumption.

## Why the indirect crystal gives the same line

In an indirect crystal a phonon of energy $E_{\rm ph}$ supplies the momentum difference between the band extrema. If $E_{\rm ph}$ and the second-order amplitude are taken as constant near the extrema, any valence state there can reach any conduction state there. The double sum over energies returns, with $\Delta$ shifted by the phonon energy. Phonon absorption carries the thermal occupation $N$ and emission carries $N+1$. Above both thresholds,

$$
\alpha\hbar\omega\propto N(\Delta+E_{\rm ph})^2+(N+1)(\Delta-E_{\rm ph})^2 .
$$

The squares contribute $(2N+1)(\Delta^2+E_{\rm ph}^2)$ and the cross terms $2N\Delta E_{\rm ph}-2(N+1)\Delta E_{\rm ph}=-2\Delta E_{\rm ph}$. With $N=1/(e^{E_{\rm ph}/k_BT}-1)$ one has $1/(2N+1)=\tanh(E_{\rm ph}/2k_BT)\equiv\tau$. Completing the square,

$$
\alpha\hbar\omega\propto(2N+1)\left[(\Delta-\tau E_{\rm ph})^2+E_{\rm ph}^2(1-\tau^2)\right]. \tag{5}
$$

Well above threshold the last term is small, and the square root is nearly a straight line with intercept $E_g+\tau E_{\rm ph}$.

For $E_g=1.70$ eV, $E_{\rm ph}=50$ meV and 300 K, that intercept is 1.737 eV. A line fitted from 2.0 to 2.5 eV gives 1.735 eV with $R^2=0.999999$. The small difference comes from the last term in equation (5), which lifts the low-energy end more than the high-energy end and so moves the extrapolated zero down. At 77 K phonon emission dominates and the intercept is 1.750 eV, which is $E_g+E_{\rm ph}$. With realistic scatter in the data, neither the eye nor $R^2$ could separate such a line from equation (4).

## Numbers for a film like the one described

Take $E_g=1.70$ eV, $m_c=m_v=1.2\,m_0$, $2P^2/m_0=20$ eV, $\Omega=0.040$ nm³ and $n=4.045$. With $\hbar^2/m_0=0.0762$ eV nm²,

$$
B=\frac{1}{2\pi(137.0)(4.045)}\;\frac{(10\ {\rm eV})(0.040\ {\rm nm^3})(1.2)^3}{(0.0762\ {\rm eV\,nm^2})^2}
\approx0.0342\ {\rm nm^{-1}eV^{-1}},
$$

or $3.42\times10^5$ cm⁻¹ eV⁻¹. At 2.2 eV,

$$
\alpha=\frac{3.42\times10^5\times(0.50)^2}{2.2}\ {\rm cm^{-1}}\approx3.9\times10^4\ {\rm cm^{-1}}.
$$

The values at 2.0 and 2.5 eV are $1.5\times10^4$ and $8.8\times10^4$ cm⁻¹.

In the direct-gap plot, $(\alpha\hbar\omega)^2$ against $\hbar\omega$, this film gives a visibly curved line with $R^2=0.90$ and a false intercept of 2.07 eV. So the choice of plot does carry information: it disfavours the law $\Delta^{1/2}$. The information is weaker than it looks, however. A direct crystal with the same gap, drawn in the square-root plot over the same window, follows $\Delta^{1/4}$ and still reaches $R^2=0.991$. What betrays it is the intercept of 0.13 eV, far below the true gap. A high $R^2$ over half an electronvolt is poor evidence even for the exponent.

## How far the fitted gap can be trusted

Suppose a slowly varying factor has been ignored, so that $(\alpha\hbar\omega)^{1/2}\propto w(E)(E-E_g)$ with $E=\hbar\omega$. At the window centre let $\Delta_0=E_0-E_g$ and $s=d\ln w/dE$. The tangent there has slope $w+w'\Delta_0=w(1+s\Delta_0)$ and reaches zero at

$$
E_0-\frac{\Delta_0}{1+s\Delta_0}=E_g+\frac{s\Delta_0^2}{1+s\Delta_0}. \tag{6}
$$

The most consequential case is the meaning of "constant matrix element". For a local potential, $\mathbf p=(im_0/\hbar)[H,\mathbf r]$, so $|\langle c|\mathbf p|v\rangle|^2=m_0^2\omega^2|\langle c|\mathbf r|v\rangle|^2$. If the dipole element is the constant one, $\alpha\hbar\omega\propto(\hbar\omega)^2\Delta^2$, and the plot that straightens is $(\alpha/\hbar\omega)^{1/2}$. In the authors' plot $w=E$ and $s=1/E_0$. With $E_0=2.25$ eV and $\Delta_0=0.55$ eV, equation (6) gives $0.134/1.244$ eV, or 108 meV. The line fitted over the whole window is shifted by 100 meV and has $R^2=0.998$. It looks straight and reports a gap of 1.80 eV instead of 1.70 eV.

Other effects, each added alone to the constant-momentum model, lower the fitted gap:

- Exponential band tails of 50 meV (valence) and 25 meV (conduction), joined smoothly to the parabolic edges, shift it by −20 meV. States added near an edge contribute roughly as $\Delta^{1/2}$, so they matter relatively more at the low-energy end.
- A refractive index rising from 3.87 to 4.27 across the window shifts it by −29 meV; equation (6) with $w\propto n^{-1/2}$ gives −31 meV.
- A factor $(1-x/W)^{1/2}$ in each density of states, with $x$ the energy into the band and $W=6$ eV, shifts it by −13 meV.

Together these three give −67 meV with $R^2=0.9996$. The fitted gap is thus uncertain by several hundredths of an electronvolt, and by about a tenth if the type of matrix element is unknown, while the line remains straight to the eye.

These parameters lie in the rough regime of hydrogenated amorphous silicon, which has a gap near 1.7 eV, an index near 4 and absorption of $10^4$ to $10^5$ cm⁻¹ in this spectral range. The masses and $P^2$ are round choices, and $P^2$ is on the high side for an average over pairs and polarizations: carried over two whole parabolic bands it gives an oscillator strength of about 3.2 per electron of the band, or 6.4 per cell against the 8 valence electrons of a silicon cell, so the single band pair here stands in for several. Halving it halves $B$ and leaves the intercept alone; raising both masses by 10% raises $B$ by a factor $1.1^3\approx1.33$. Real films break the assumption of sharp edges most plainly: in the model with tails, absorption well below the gap falls nearly exponentially with an energy of about 50 meV, where equation (4) gives none. Thermal blocking is negligible in an undoped film in the dark, with an edge occupation of about $5\times10^{-15}$ at 300 K for a mid-gap Fermi level. Electron–hole attraction, correlated matrix elements near the edges and interference in the film are not included here, and their effect on the intercept is not estimated.

## What would support the authors' claim

The prediction about cooling also needs revision. For the indirect crystal, with gap, index and coupling held fixed, equation (5) makes the squared slope proportional to $2N+1$. Between 77 and 300 K the quantity $2N+1$ grows by a factor of 1.34, and the squared slopes of the fitted lines grow by a factor of 1.33. Equation (4) contains no such factor, although a fitted slope need not be strictly constant: with a constant dipole element and a fixed window, a gap that narrows by 90 meV on warming raises the squared slope by about 7%. Yet the film's absorption at a fixed photon energy can still fall on cooling, because the gap widens. With an assumed drift of −0.4 meV/K, cooling by 50 K raises the gap by 20 meV, and at 2.2 eV the absorption drops by the factor $(0.48/0.50)^2\approx0.92$. A weaker response at low temperature is therefore no evidence of phonon assistance until the gap shift has been removed.

Three observations would carry weight. Structural evidence of crystalline order, at least within grains large enough to define a crystal momentum, is needed first, since without a usable crystal momentum the words "direct" and "indirect" do not classify the gap. Next come separate thresholds at $E_g-E_{\rm ph}$ and $E_g+E_{\rm ph}$, the lower one vanishing on cooling; in a film with 50 meV tails, such structure would be hard to resolve. The third is a squared slope that follows $2N+1$ for a phonon energy consistent with those thresholds.

I recommend that the authors report 1.70 eV as a Tauc gap, name the constant-momentum assumption and the fit window, and withdraw the assignment of an indirect gap unless such evidence is supplied.

## Table of computed values

```
Gap: 1.70 eV; fit window: 2.0 to 2.5 eV
Masses mc, mv: 1.2, 1.2 m0
2P^2/m0: 20.0 eV; cell: 0.040 nm^3
Index at 2.25 eV: 4.045
B: 3.418e+05 1/(cm eV)
sqrt(B): 584.6 (cm eV)^(-1/2)
Film alpha at 2.0 eV: 1.538e+04 1/cm
Film alpha at 2.2 eV: 3.884e+04 1/cm
Film alpha at 2.5 eV: 8.750e+04 1/cm
Film sqrt plot: intercept 1.7000 eV, R2 1.000000
Film squared plot: intercept 2.073 eV, R2 0.8985
Levels in overlap test: 1440
Integrated-strength power, k conserved: 1.481
Integrated-strength power, random overlap: 3.001
Random-overlap strength, sum/formula: 0.9997
Lattice sites: 512; edge states per band: 57
Disorder/hopping 2: k selectivity 8.16 (1 = none)
Disorder/hopping 8: k selectivity 3.88 (1 = none)
Disorder/hopping 40: k selectivity 1.18 (1 = none)
Phonon energy: 50 meV
Indirect crystal 300 K: intercept 1.7349 eV, R2 0.999999
Intercept formula 300 K: 1.7374 eV
Indirect crystal 77 K: intercept 1.7499 eV, R2 1.000000
Squared-slope ratio 300 K/77 K: 1.3299
Ratio from 2N+1: 1.3365
Direct crystal sqrt plot: intercept 0.134 eV, R2 0.9907
Tail energies v, c: 50, 25 meV
Oscillator energy: 4.0 eV; strength: 10.5
Index at window ends: 3.873, 4.270
Band width: 6.0 eV
Gap shift, band tails: -20.3 meV, R2 0.99999
Gap shift, index dispersion: -29.1 meV, R2 0.99972
Gap shift, finite band width: -12.7 meV, R2 0.99996
Gap shift, constant dipole: 100.0 meV, R2 0.99772
Gap shift, tails+index+width: -67.2 meV, R2 0.99957
Tangent estimate, index: -30.9 meV
Tangent estimate, dipole: 108.0 meV
Sub-gap exponential slope energy: 50.01 meV
Rough gap drift: -0.4 meV/K; over 50 K: -20 meV
Thermal occupation at band edge, 300 K: 5.3e-15
```
